# Activation energy and contact barrier in a Schottky-barrier transistor

## A two per cent leak

Take an n-type transistor whose metal source makes a barrier $\Phi_B=300$ meV, measured from the source Fermi level. The gate has pulled the conduction-band edge of the channel down to 200 meV. Electrons above 300 meV enter freely. Suppose that those between 200 and 300 meV tunnel through the contact with one fixed probability $p$, and that none enter below 200 meV.

Over a single barrier $\Phi$, the current per width of a two-dimensional channel is $AT^{3/2}e^{-\beta\Phi}$, with $\beta=1/k_BT$, as derived below. For a general transmission $D(E)$ the factor $e^{-\beta\Phi}$ becomes $\beta\int D(E)e^{-\beta E}dE$. With $u=100$ meV for the width of the tunnelling window,

$$\frac{J}{AT^{3/2}}=p\left[e^{-\beta(\Phi_B-u)}-e^{-\beta\Phi_B}\right]+e^{-\beta\Phi_B}
=p\,e^{-\beta(\Phi_B-u)}+(1-p)\,e^{-\beta\Phi_B}.$$

This is the current of two barriers in parallel, 200 and 300 meV high. The slope of the Arrhenius plot,

$$E_a=-\frac{d}{d\beta}\ln\frac{J}{T^{3/2}},$$

is their average, weighted by the two terms. The terms are equal when $pe^{\beta u}=1-p$, that is, $p=1/(1+e^{\beta u})$. At 300 K, $k_BT=25.85$ meV and $e^{100/25.85}\approx48$, so $p\approx0.02$. A leak of two per cent makes the activation energy 250 meV, although the contact barrier is still 300 meV.

## The same failure in a device model

In a transistor, $p$ depends on energy and on the gate. Let $u$ now be the energy by which the gate has lowered the channel edge past source flat band. The edge lies at $\Phi_B-u$, and $u<0$ means that it lies above the contact barrier.

**Gate voltage.** Let $C_{ox}$ be the oxide capacitance and $C_{it}=q^2D_{it}$ that of interface traps of density $D_{it}$ per energy, both per area. While mobile charge is negligible, the gate charge balances the trap charge:

$$C_{ox}\left(V_G-V_{FB}-\frac uq\right)=C_{it}\frac uq
\quad\Rightarrow\quad u=\gamma q(V_G-V_{FB}),\qquad \gamma=\frac{C_{ox}}{C_{ox}+C_{it}}.$$

**Band profile.** Let $v(x)=E_C(x)-(\Phi_B-u)$ be the band bending at distance $x$ from the source. In a film of thickness $t_s$ and permittivity $\epsilon_s$, Gauss's law for a thin slice sets the change in lateral flux against the flux to gate and traps:

$$\epsilon_st_s\,v''=(C_{ox}+C_{it})\,v,\qquad v(0)=u,\quad v(\infty)=0.$$

Hence $v=ue^{-x/\lambda}$, with $\lambda^2=\epsilon_st_s/(C_{ox}+C_{it})$.

**Current.** The channel is ballistic and long, its band is parabolic with mass $m$, and transverse momentum is conserved. Boltzmann statistics hold, and the drain bias is far above $k_BT/q$ and larger than $u/q$, so electrons do not return. With $g$ the spin and valley degeneracy, $E$ the energy of motion along $x$ including the band edge, and $v_x\,dk_x=dE/\hbar$,

$$J=\frac{qg}{4\pi^2\hbar}\int dE\,D(E)e^{-\beta E}\int_{-\infty}^{\infty}dk_y\,e^{-\beta\hbar^2k_y^2/2m}
=\frac{qg\sqrt{2\pi mk_BT}}{4\pi^2\hbar^2}\int D(E)e^{-\beta E}dE.$$

The last step uses the Gaussian integral $\sqrt{2\pi mk_BT}/\hbar$. For a unit step at $\Phi$, the energy integral is $k_BTe^{-\beta\Phi}$, which gives the law used above with $A=qg\sqrt m\,k_B^{3/2}/[(2\pi)^{3/2}\hbar^2]$.

**Tunnelling.** For $u>0$ and an energy $\varepsilon=E-(\Phi_B-u)$ between 0 and $u$, the WKB transmission is $D=e^{-S}$, with

$$S=\frac{2\sqrt{2m}}{\hbar}\int_0^{x_t}\sqrt{ue^{-x/\lambda}-\varepsilon}\;dx,\qquad ue^{-x_t/\lambda}=\varepsilon.$$

Put $y=ue^{-x/\lambda}$, so $dx=-\lambda\,dy/y$, and then $s=\sqrt{y-\varepsilon}$, so $dy=2s\,ds$. The integral becomes

$$\lambda\int_0^{\sqrt{u-\varepsilon}}\frac{2s^2}{s^2+\varepsilon}ds
=2\lambda\left[\sqrt{u-\varepsilon}-\sqrt\varepsilon\arctan\sqrt{\frac{u-\varepsilon}{\varepsilon}}\right],$$

$$S=\frac{4\lambda\sqrt{2m}}{\hbar}\left[\sqrt{u-\varepsilon}-\sqrt\varepsilon\arctan\sqrt{\frac{u-\varepsilon}{\varepsilon}}\right].$$

The model takes $D=1$ above both the barrier and the channel edge, and $D=0$ below the channel edge.

**Numbers.** Take a 3 nm film of relative permittivity 15, 3 nm of oxide of relative permittivity 8, $D_{it}=5\times10^{12}$ eV$^{-1}$cm$^{-2}$, $m=0.5\,m_e$ and six valleys, so $g=12$. Then $C_{ox}=2.36$ and $C_{it}=0.80$ µF/cm², which give $\gamma=0.747$ and $\lambda=3.55$ nm. The prefactor is $A=0.380$ A m$^{-1}$K$^{-3/2}$. At flat band and 300 K,

$$J=0.380\times300^{3/2}\,e^{-300/25.85}\ \text{A/m}=18.0\ \text{nA/µm}.$$

Numerical quadrature over energy gives the following values; the last column is the share of the 300 K current that enters below $\Phi_B$ by tunnelling.

| $u$ (meV) | $V_G-V_{FB}$ (V) | $E_a$, 300 K (meV) | $E_a$, 200 K (meV) | tunnelling (%) |
|---:|---:|---:|---:|---:|
| −100 | −0.134 | 400.0 | 400.0 | 0 |
| −50 | −0.067 | 350.0 | 350.0 | 0 |
| 0 | 0 | 300.0 | 300.0 | 0 |
| 50 | 0.067 | 280.5 | 278.4 | 49 |
| 100 | 0.134 | 262.5 | 255.6 | 70 |
| 150 | 0.201 | 242.6 | 228.8 | 83 |

At $u=100$ meV the current is 60.8 nA/µm. Of this, 18.0 nA/µm still passes over the barrier, so the tunnelling share is $1-18.0/60.8=70\%$. The contact barrier has not changed, yet the activation energy is 37.5 meV below it.

## What the activation energy is

**Statement.** Let $\Phi_B$, $u$ and $D(E)$ be independent of temperature in the model above. For $u\le0$, $E_a=\Phi_B-u$, the height of the channel edge. For $u>0$,

$$\Phi_B-u<E_a<\Phi_B .$$

Therefore $|E_a-\Phi_B|\le|u|$, and $E_a=\Phi_B$ only at $u=0$.

**Proof.** Since $J\propto T^{1/2}\int De^{-\beta E}dE$, division by $T^{3/2}$ leaves

$$\frac{J}{AT^{3/2}}=\beta\int D(E)e^{-\beta E}dE\equiv Z(\beta).$$

Integrate by parts. The boundary terms vanish, because $D=0$ below the channel edge and the exponential vanishes at high energy. Thus

$$Z(\beta)=\int e^{-\beta E}\,dD(E),$$

where $dD$ includes the jump of $D$ at the channel edge. A rise $dD$ at energy $E$ contributes as a step barrier of height $E$ would. Differentiation gives

$$E_a=-\frac{d\ln Z}{d\beta}=\frac{\int E\,e^{-\beta E}\,dD}{\int e^{-\beta E}\,dD}.$$

For $u\le0$, $D$ has one unit step, at $\Phi_B-u$, and the average is that energy. For $u>0$, raising $E$ shortens the forbidden path and lowers its integrand, so $S$ falls and $D$ rises. All the weights $dD$ are then non-negative and lie between $\Phi_B-u$ and $\Phi_B$. They are not concentrated at either end, so their average lies strictly inside. This proves the statement.

Differentiating $Z$ directly as $\beta\int De^{-\beta E}dE$ gives the same quantity as $E_a=\langle E\rangle-k_BT$, where the average is taken over the current. The activation energy thus tells where in energy the current flows.

**Curvature.** A second derivative gives $dE_a/d\beta=-\mathrm{Var}(E)$, with the variance taken over the barriers. Since $d\beta/dT=-1/(k_BT^2)$,

$$\frac{dE_a}{dT}=\frac{\mathrm{Var}(E)}{k_BT^2}\ge0 .$$

At $u=100$ meV and 300 K the rms spread is 18.5 meV, so the slope is $18.5^2/(25.85\times300)=0.044$ meV/K. This is hard to see in a plot. A straight line fitted to the calculated current at eleven temperatures from 200 to 300 K has $R^2=0.99999$ and gives 259 meV. A straight Arrhenius plot does not show that its slope is the contact barrier.

## A thick barrier

When $\lambda$ is long, only energies just below the top matter. Let $\delta=\Phi_B-E\ll u$. In the integral for $S$, $y$ then stays close to $u$, so $\int\sqrt{y-\varepsilon}\,dy/y\approx\tfrac23\delta^{3/2}/u$ and

$$S\approx\left(\frac{\delta}{d_0}\right)^{3/2},\qquad d_0=\left[\frac{3\hbar u}{4\lambda\sqrt{2m}}\right]^{2/3}.$$

With $t=(\delta/d_0)^{3/2}$ the barrier distribution becomes $e^{-t}dt$. Its moments are $\langle\delta^n\rangle_0=d_0^n\int_0^\infty t^{2n/3}e^{-t}dt=d_0^n\,\Gamma(1+2n/3)$. Expanding $\ln\langle e^{\beta\delta}\rangle_0$ to second order in $\beta$ and differentiating gives

$$\Phi_B-E_a\approx\Gamma(\tfrac53)\,d_0+\left[\Gamma(\tfrac73)-\Gamma(\tfrac53)^2\right]\frac{d_0^2}{k_BT}
=0.903\,d_0+0.376\,\frac{d_0^2}{k_BT},$$

for $d_0\ll k_BT\ll u$. The leading loss grows as $(u/\lambda)^{2/3}$. If $u$ is comparable with $k_BT$, the next term of the action matters as much as the second term here. It multiplies $S$ by $1+2\delta/(5u)$, which lowers $\delta$ at given $S$ by $4\delta^2/(15u)$ and the loss by $\tfrac4{15}\Gamma(\tfrac73)\,d_0^2/u\approx0.32\,d_0^2/u$. For $\lambda=30$ nm and $u=50$ meV, $d_0=4.92$ meV and the two-term formula gives 4.8 meV. With the extra term it gives 4.6 meV, as does quadrature with the full action.

## Reading the barrier

Below flat band the error of taking $E_a$ for $\Phi_B$ is $|u|$ in full. If $V_{FB}$ and $\gamma$ are known independently, $\Phi_B=E_a+u$ can still be recovered there. Above flat band the error depends on $\lambda$. For an error of at most 10 meV at 300 K, the device with $\lambda=3.55$ nm must lie between $u=-10$ and $+23$ meV, or between −13 and +31 mV of gate voltage. With $\lambda=30$ nm and all else held fixed, the upper limit moves to $u=140$ meV. How near is "near flat band" is therefore a property of the device.

One may try to locate flat band as the point where $E_a(V_G)$ leaves its straight line. In this model the bend is seen late. It starts at flat band, and the slope changes quickly: $dE_a/du$ is about $-0.65$ at $u=1$ meV and $-0.47$ at 5 meV, instead of $-1$. But since $E_a<\Phi_B$, the departure of $E_a$ from the line $\Phi_B-u$ is always smaller than $u$, so a departure of a given size cannot appear until $u$ exceeds that size. If a departure of 10 meV is needed to see the bend, it is seen at $u=18.3$ meV, and the barrier read there is $300-18.3+10=291.7$ meV. For $\lambda=30$ nm the reading is 298.4 meV.

## What real devices change

The parameters are rough typical values for few-layer MoS₂ with a high-work-function metal; the oxide is thin, as in a scaled device. One isotropic mass stands for all six valleys; a mass between 0.4 and $0.7\,m_e$ moves $E_a$ at $u=100$ meV between 260 and 267 meV. The following changes are made one at a time, at 300 K.

- **Drift of flat band.** If the channel edge $E_{ch}=\Phi_B-u$ moves with temperature at fixed $V_G$, then for $u<0$ $E_a=d(\beta E_{ch})/d\beta=E_{ch}-T\,dE_{ch}/dT$. An assumed rise of $u$ by 0.1 meV/K adds 30 meV: at $u=-50$ meV, $E_a$ goes from 350 to 380 meV.
- **Thickness of the stack.** The thin-slice equation for $v$ needs $\lambda$ to be long compared with the film and oxide thicknesses, which 3.55 nm is not. Solving for the potential across an isotropic film and the oxide, with no flux through the bottom of the film, gives a decay length of 4.20 nm. With this value in the exponential profile, $E_a$ at $u=100$ meV is 267 meV instead of 262.5. MoS₂ has a smaller permittivity across the layers than along them; an out-of-plane value of 7 gives 4.6 nm and 269 meV.
- **Image force.** Adding $-q^2/(16\pi\epsilon_sx)$ to the barrier and integrating the WKB action numerically gives 239 meV at $u=100$ meV, instead of 262.5. For $\lambda=30$ nm it gives 280 instead of 292 meV, so the wide window found above does not survive. The upper limit for a 10 meV error falls to $u=10$ meV for $\lambda=3.55$ nm and to 28 meV for $\lambda=30$ nm. At $u=0$ the barrier approaches $\Phi_B$ from below far from the contact, and its top is not lowered. But for $\lambda=3.55$ nm no barrier rises above the channel edge until $u=18$ meV, so $E_a$ stays on the line $\Phi_B-u$ past flat band; a departure of 10 meV is seen at $u=46$ meV, and the barrier read there is 264 meV. These values use a relative permittivity of 15; with 10, the geometric mean of 15 and an out-of-plane value of 7, $E_a$ at $u=100$ meV is 232 instead of 239 meV.
- **Wave reflection.** Solving the Schrödinger equation with an abrupt contact to a free-electron metal, its band bottom 5 eV below the Fermi level, gives 310 meV at flat band. Near threshold $D\propto\sqrt{E-\Phi_B}$, which alone would add $k_BT/2=13$ meV; $D$ rises more slowly at higher energy. Such a contact breaks the equality at flat band, and the line is already left there by 10 meV. At $u=100$ meV the result is 262 meV. For a band bottom between 2 and 10 eV below the Fermi level these values range over 309–311 and 260–263 meV.
- **Mobile charge.** Including the equilibrium channel charge at fixed $V_G$ lowers $E_a$ by 2 meV at $u=100$ meV and by 8 meV at 150 meV. This holds for a channel in equilibrium with the source. In the ballistic channel at large drain bias only the injected states are filled, about 1% of that charge or less, and the shift is below 0.1 meV.
- **Scattering.** The model channel is ballistic. In a channel much longer than the mean free path $\ell$, and kept flat by the gate up to the drain, scattering multiplies the flat-band current by a factor proportional to $\ell$, taken here as independent of energy. If the mobility varies as $T^{-s}$, then $\ell\propto T^{1/2-s}$, which adds $(\tfrac12-s)k_BT$ to $E_a$. For $s=3/2$ this is −26 meV.

The equality at flat band is thus shown here for a ballistic channel, a contact without reflection that obeys the $T^{3/2}$ law, and a barrier and flat-band voltage that are steady in temperature. A prefactor $T$ or $T^2$ read as $T^{3/2}$ shifts $E_a$ by $-13$ or $+13$ meV at 300 K. Otherwise the shifts above have to be known; they can have either sign and may partly cancel. For this example, drift, reflection and the image force can each move the reading by more than the error from a late bend.
